Gauge-correction terms of the g tensor from the Breit-Pauli Hamiltonian

**1. What symmetry already fixes**

Atomic units are used: e = ħ = m = 1, α = 1/c, μ_B = 1/2. The electron has charge −1, nuclei are fixed, and the field B is uniform. Its vector potential is

A = ½ B × r_O, r_O = r − O,

where the gauge origin O is arbitrary. The kinetic momentum is π = p + A.

A spin-orbit energy is linear in the spin s, in a Coulomb field u/u³ and in a momentum. Minimal coupling adds ½ B × v to the momentum, where v is a position measured from O. The added energy, called the gauge correction, is therefore a scalar linear in s, B, u and v. Four vectors can be paired in three ways:

a (B·s)(u·v) + b (B·u)(s·v) + c (B·v)(s·u).

Because B enters only through B × v, the sum must vanish when B = v:

(a + b)(v·s)(u·v) + c v²(s·u) = 0 for all u, v, s.

Hence c = 0 and b = −a. Each gauge correction is a number times B·T·s/u³, with

T_ab(u,v) = δ_ab u·v − u_a v_b.

The first index belongs to the field and the second to the spin. Since uv/u³ is an inverse length, the g shift is of order α² times charge over distance, and α² = 53.25 ppm. What remains is to find the coefficients and which u and v occur.

**2. One electron and one nucleus**

Write Π = σ·π, and let ε be the Dirac energy minus c². The large and small components φ and χ obey

εφ = Vφ + cΠχ,
(2c² + ε − V)χ = cΠφ.

For |ε − V| much smaller than 2c², χ = (1/2c)[1 − (ε − V)/2c²]Πφ, so that

εφ = [V + ½Π² − (α²/4)Π(ε − V)Π]φ.

The norm is φ†(1 + α²Π²/4)φ, so the normalised two-component function is Φ = (1 + α²Π²/8)φ. Substitute φ = (1 − α²Π²/8)Φ and multiply from the left by the same factor. The terms containing ε at order α² are −(α²/4)εΠ² from the equation and +(α²/4)εΠ² from the two factors acting on −ε; they cancel. What is left is

H = V + ½Π² − (α²/8)Π⁴ − (α²/8)(Π²V − 2ΠVΠ + VΠ²).

The last bracket is [Π,[Π,V]]. To evaluate it, use [Π,V] = −iσ·∇V and (σ·a)(σ·b) = a·b + iσ·(a×b). Because ∇V has no curl, π×∇V = −∇V×π, and therefore

[Π,[Π,V]] = −i[π·∇V − ∇V·π − 2iσ·(∇V×π)]
= −∇²V − 2σ·(∇V×π).

With σ = 2s, this contributes

(α²/8)∇²V + (α²/2) s·(∇V×π).

The field enters the second term through π alone.

The other powers of Π also contain the spin. From π×π = −iB follows Π² = π² + 2s·B. Thus ½Π² contains s·B. Compared with the spin Hamiltonian ½B·g·s, this is g = 2; radiative corrections are omitted. The fourth power contains

−(α²/8)·4p² s·B = −(α²/2)p² s·B

to first order in B. This kinetic correction is not a gauge correction. It would be lost if p were replaced by π in an already reduced p⁴, so minimal coupling has to be made while the operator is still written in terms of σ·p.

For V = −Z/r, with r measured from the nucleus, ∇V = Z r/r³. The part of the spin-orbit term containing A is

(α²Z/4) s·[r×(B×r_O)]/r³
= (α²Z/4)[(B·s)(r·r_O) − (B·r)(s·r_O)]/r³.

This has the predicted form, with a = α²Z/4. Matching it to ½B·Δg·s gives

Δg_ab = (α²Z/2)⟨T_ab(r,r_O)/r³⟩.

Limit: a hydrogenic 1s state with O at the nucleus. The angular average of r_a r_b is δ_ab r²/3, and ⟨1/r⟩ = Z, so the gauge correction is (α²Z/2)(2/3)Z = (αZ)²/3. The kinetic term is −α²⟨p²⟩ = −(αZ)². The orbital Zeeman operator annihilates this state, so there is no second-order contribution, and

g − 2 = −(2/3)(αZ)² at leading order.

The Dirac 1s functions at αZ = 0.02 give (g − 2)/(αZ)² = −0.66673. The difference from −2/3 is about 7×10⁻⁵, about one sixth of (αZ)² = 4×10⁻⁴, consistent with a remainder of the next order in (αZ)². Without the gauge correction the coefficient would have been −1.

**3. A second electron**

Let r_ij = r_i − r_j. Repulsion adds 1/r_ij to V, with ∇_i(1/r_ij) = −r_ij/r_ij³. To order α² the reductions of the two electrons add, since a term using both corrections is of order α⁴. The result is the spin-same-orbit term

−(α²/2) Σ_{i≠j} s_i·(r_ij×π_i)/r_ij³.

The magnetic interaction starts from the Breit operator, taken to first order between positive-energy states:

−(1/2r₁₂)[α₁·α₂ + (α₁·r₁₂)(α₂·r₁₂)/r₁₂²].

Here α₁ and α₂ are the vectors of Dirac matrices of the two electrons, not the fine-structure constant. With χ = Πφ/2c, an operator α₁·a becomes (1/c)·½(Πσ·a + σ·aΠ). Since π×a + a×π = −i curl a,

½(Πσ·a + σ·aΠ) = ½(π·a + a·π) + s·curl a.

Take the spin part for electron 1 and the orbital part for electron 2. Electron 1 then sees the vector potential

a = −(α²/2)[π₂/r + r(r·π₂)/r³], r = r₁₂.

The order of π₂ and the position factors does not matter, because the kernel has no divergence: the two pieces give −r/r³ and +r/r³. For the curl with respect to r₁,

curl(π₂/r) = −r×π₂/r³,
curl[r(r·π₂)/r³] = (π₂×r)/r³ = −r×π₂/r³.

In the second line curl r = 0, and the gradient of r⁻³ is parallel to r. Hence curl a = α² r×π₂/r³. This is the Biot-Savart field of a charge −1 moving with velocity π₂. Adding the term with the electrons exchanged gives the spin-other-orbit energy

α² Σ_{i≠j} s_i·(r_ij×π_j)/r_ij³.

The orbital-orbital part of the interaction has no spin, and the spin-spin part has no π, so neither contributes here.

Exchanging the labels i and j turns the spin-other-orbit sum into −α²Σ s_j·(r_ij×π_i)/r_ij³. Both two-electron terms now contain π_i. Inserting A_i and using the same triple product as before gives, for any number of electrons and nuclei N,

H₁ = (α²/4) Σ_iN Z_N B·T(r_iN,r_iO)·s_i / r_iN³,

H₂ = −(α²/4) Σ_{i≠j} B·T(r_ij,r_iO)·(s_i + 2s_j) / r_ij³.

**4. From operators to the g tensor**

Take a spatially nondegenerate state of total spin S. Within its 2S + 1 components, an operator Σ_i F_i s_i with spin-free F_i is a vector in spin space. By the Wigner-Eckart theorem it equals κS, and the component M_S = S gives κ = ⟨Σ_i F_i s_zi⟩/S. Comparison with ½B·Δg·S supplies a factor 2:

Δg₁ = (α²/2S)⟨Σ_iN Z_N T(r_iN,r_iO)s_zi/r_iN³⟩.

In H₂, relabel the s_j part. Because r_ji = −r_ij, T(r_ij,r_iO)s_j becomes −T(r_ij,r_jO)s_i. Therefore

Δg₂ = −(α²/2S)⟨Σ_{i≠j} T(r_ij,r_iO − 2r_jO)s_zi/r_ij³⟩.

The r_iO part is same-orbit: it has the form of the nuclear term with the opposite prefactor, the other electron carrying charge −1. The −2r_jO part is other-orbit.

Limit: one unpaired electron pinned at O, the centre of a spherical closed shell with density ρ. Then r_ij = −r_j, and the angular average of T(r_ij,r_jO)/r_ij³ is −(2/3)/r_j times the unit tensor. With S = s_z = ½, the factors −α²·(−2)·½ = α² multiply this average, and the direct other-orbit shift is

Δg = −(2/3)α²∫ρ/r d³r.

The same result follows from classical magnetostatics. The field drives the charge current J = −ρA = −½ρB×r, whose field at the centre is

B_ind = α²∫J×(−r)/r³ d³r = (α²/2)∫ρ[r(B·r) − r²B]/r³ d³r = −(α²/3)B∫ρ/r d³r.

The shift is thus 2B_ind/B: the spin feels a field reduced by diamagnetic shielding. For two electrons in a Gaussian orbital of exponent 0.8, quadrature of the current gives B_ind/(α²B) = −0.9515, and the other-orbit formula gives Δg/α² = −1.9031, twice as much.

**5. Moving the gauge origin**

Let O move to O + d. Then A changes by the constant k = −½B×d. The spin-orbit operator H_so is linear in the momenta, so its gauge correction changes by ⟨H_so[p→k]⟩.

The orbital Zeeman term Σ A_i·p_i changes too, by k·P with P = Σp_i. Let H₀ be the nonrelativistic spin-free Hamiltonian without field and R = Σr_i. Since [p²/2,r] = −ip, P = i[H₀,R], and

⟨n|k·P|0⟩ = i(E_n − E₀)⟨n|k·R|0⟩.

In the second-order energy formed from one H_so and one Zeeman factor, this cancels the denominator. Summing over a complete set of states gives the change

−i⟨H_so k·R⟩ + i⟨k·R H_so⟩ = −i⟨[H_so,k·R]⟩ = −⟨H_so[p→k]⟩.

The missing n = 0 terms cancel between the two products, and the last step uses [p_i,k·R] = −ik. The two changes cancel. The invariant quantity is the gauge correction plus the second-order term, for exact eigenstates of H₀ and a complete sum.

Part of the gauge correction is invariant on its own. With V now the total potential energy, including repulsion,

[H₀, Σs_zi p_i] = iΣs_zi∇_iV.

The expectation value of the left side vanishes in an eigenstate, so the spin-weighted mean force is zero. The nuclear and same-orbit changes involve this force and cancel each other. The other-orbit change contains only the pair part, the mean of Σ_{i≠j} s_zi r_ij/r_ij³, which the force condition alone does not make zero. It vanishes when all spins are parallel, because r_ij = −r_ji, but not in general.

A two-particle model in a plane shows both statements. Particle 1 carries the spin and has the potential ½r² + 0.05(x⁴ + y⁴). Particle 2 sits in a harmonic trap of unit frequency centred at (0.7, 0.4), and the pair energy is W = −0.1r₁₂². The spin-orbit operator is given the Coulomb structure, (α²/2)s·[∇₁V×π₁ − 2∇₁W×π₂], with V the total potential energy; for this pair energy the other-orbit form is assumed by analogy, not derived. In units of α²s_zB/2, moving O from (0, 0) to (1, 0.5) gives:

trap and same-orbit: 0.5205 → 0.5205
other-orbit: −0.5151 → −0.2356
second order: 0.2656 → −0.0139
sum: 0.2711 → 0.2711

**6. Three electrons in a determinant**

Now let a real orbital c be doubly occupied and a real orbital o, orthogonal to c, hold one electron of spin up. For a two-electron function f, write [pq|rs] for the integral of p(1)q(1) f r(2)s(2). In ⟨Σ_{i≠j} f_ij s_zi⟩ the direct terms with electron 1 in c↑ and c↓ cancel. Electron 1 in o meets two c electrons and gives 2·½[oo|cc]. Exchange requires parallel spins, which leaves the ordered pairs (c↑,o↑) and (o↑,c↑), each with −½[co|co]. The sum is [oo|cc] − [co|co].

For S = ½, define

K¹_ab = mean of r₁₂,a r₁O,b/r₁₂³,
K² = the same with r₂O,
T(K) = δ_ab tr K − K_ab.

Then Δg₁ is (α²/2)T(Σ_N Z_N K^N), where K^N is the mean of r_N,a r_O,b/r_N³ in o. The two-electron pieces are:

same-orbit: −α²T(K¹) direct, +α²T(K¹) exchange
other-orbit: +2α²T(K²) direct, −2α²T(K²) exchange

In the exchange integral both electrons have the distribution co. Interchanging them gives K² = −K¹, so other-orbit exchange is twice same-orbit exchange.

For Gaussian orbitals these means are derivatives of one function. Two normalised Gaussian densities with exponents p, q and centres P, Q give

⟨1/r₁₂⟩ = φ(D) = erf(√μ D)/D, D = P − Q, μ = pq/(p + q).

Differentiating with respect to D gives ⟨r₁₂,a/r₁₂³⟩ = −∂_aφ. A factor (r₁ − P)_b acting on the first Gaussian equals (1/2p)∂/∂P_b, and similarly for the second. Hence

K¹_ab = −(P − O)_b ∂_aφ − ∂_a∂_bφ/(2p),
K²_ab = −(Q − O)_b ∂_aφ + ∂_a∂_bφ/(2q).

A nucleus at Q is the limit q → ∞ of K¹. Products of s Gaussians are again Gaussians, so sums of these expressions suffice.

**7. Numbers for a two-centre model**

Charges Z_A = 2 and Z_B = 1 lie 2 bohr apart on the z axis. Orbital c is an s Gaussian of exponent 0.8 on A. Orbital o is an s Gaussian of exponent 0.3 on B, made orthogonal to c: its coefficients are −0.3751 on A and 1.0680 on B. These are round model parameters, not a variational solution.

With O at A, the xx and zz elements of K (yy equals xx) are, in 1/bohr:

nucleus A: 0.07198, 0.31097
nucleus B: 0.30451, 0.41398
direct K¹: 0.05910, 0.29280
direct K²: −0.02285, 0.02025
exchange K¹: 0.00521, −0.00090

The charge-weighted nuclear sums are 0.44847 and 1.03592. Since T_xx = K_yy + K_zz and T_zz = 2K_xx,

nuclear xx: 26.626 × (0.44847 + 1.03592) = 39.52 ppm
nuclear zz: 26.626 × 2 × 0.44847 = 23.88 ppm
same-orbit direct xx: −53.251 × (0.05910 + 0.29280) = −18.74 ppm
other-orbit direct zz: 106.503 × 2 × (−0.02285) = −4.87 ppm

The remaining entries follow in the same way. The two-electron sums are −18.33 (xx) and −9.50 ppm (zz), and the total gauge correction is 21.20 and 14.38 ppm. For comparison, the kinetic correction is −α²⟨p²⟩ = −64.5 ppm.

With O at B the zz total is still 14.38 ppm, but the xx total is −10.43 ppm. A shift d along z changes K_zz alone, by −Fd, where F is the mean of z/r³. T_zz does not contain K_zz; T_xx does. With F_nuc = Σ Z_N⟨z_N/r_N³⟩ = 0.3155 and the direct F_ee = ⟨z₁₂/r₁₂³⟩ = 0.1392 (the exchange force vanishes by antisymmetry), the xx changes are:

nuclear: −(α²/2)F_nuc d = −16.80 ppm
same-orbit: +α²F_ee d = +14.82 ppm
other-orbit: −2α²F_ee d = −29.65 ppm

For an exact state the first two would cancel. Their remainder, −1.97 ppm, measures the unbalanced force F_nuc/2 − F_ee = 0.0185 in this trial determinant. An other-orbit change, with a size set by F_ee in that state rather than by the trial value above, would survive in an exact state and be compensated by the second-order term, which is not computed here.

The isotropic gauge correction goes from 18.9 to −2.2 ppm between the two origins, so it has no separate observable meaning. The derivation also requires αZ to be small and the spatial state to be nondegenerate and well separated from others; near a degeneracy the second-order treatment fails. The numerical check compares the formulas with direct quadrature and with an explicit sum over permutations of the determinant.

Numbers as computed

```
fine-structure constant alpha = 0.007297353
alpha^2 = 53.2514 ppm
Dirac 1s test: alpha*Z = 0.02, g = 1.999733307
Dirac (g-2)/(alpha Z)^2 = -0.666733
1s gauge coefficient = 0.333333, kinetic = -1.000000
shielding limit: B_ind/(alpha^2 B) = -0.951533 a.u.
shielding limit: other-orbit dg/alpha^2 = -1.903066 a.u.
Gauge model, energy in alpha^2 s_z B/2; origins (0,0) and (1,0.5):
  trap+same-orbit: 0.520547 -> 0.520547
  other-orbit: -0.515076 -> -0.235622
  second order: 0.265584 -> -0.013870
  sum: 0.271055 -> 0.271055
Example: Z_A = 2, Z_B = 1, distance = 2.0 bohr
exponents: A 0.8, B 0.3 bohr^-2
overlap of the two Gaussians = 0.351232
open orbital coefficients: A -0.375132, B 1.068047
Moments K_xx, K_zz with origin at A (1/bohr):
  nucleus A (unit charge): 0.071981, 0.310972
  nucleus B (unit charge): 0.304512, 0.413977
  direct, r1: 0.059098, 0.292797
  direct, r2: -0.022849, 0.020250
  exchange, r1: 0.005209, -0.000899
Gauge corrections dg_xx, dg_zz, origin at A (ppm):
  nuclear: 39.5230, 23.8819
  same-orbit direct: -18.7389, -6.2941
  same-orbit exchange: 0.2295, 0.5547
  other-orbit direct: -0.2768, -4.8670
  other-orbit exchange: 0.4590, 1.1095
  two-electron sum: -18.3272, -9.4969
  total: 21.1959, 14.3849
  isotropic total: 18.9255
Gauge corrections dg_xx, dg_zz, origin at B (ppm):
  nuclear: 22.7236, 23.8819
  same-orbit direct: -3.9140, -6.2941
  same-orbit exchange: 0.2295, 0.5547
  other-orbit direct: -29.9266, -4.8670
  other-orbit exchange: 0.4590, 1.1095
  two-electron sum: -33.1521, -9.4969
  total: -10.4285, 14.3849
  isotropic total: -2.1574
F_nuc = sum_N Z_N <z_N/r_N^3> = 0.315475 a.u.
F_ee = direct <z_12/r_12^3> = 0.139197 a.u.
F_nuc/2 - F_ee (zero for exact state) = 0.018540 a.u.
open-orbital kinetic energy = 0.605157 hartree
kinetic correction to g = -64.4508 ppm
```
